# The Evans shift in a parallel cylinder and the effective moment

## Problem

A long cylindrical NMR tube stands parallel to the static field of a superconducting magnet. A thinner tube stands inside it on the same axis. One of the two holds a solution of a paramagnetic complex, the other holds the plain solvent, and a little of the same inert reference compound is dissolved in both. The reference then gives two lines, at \(\nu_\text{s}\) from the solution and at \(\nu_\text{v}\) from the solvent. The measured quantity is

\[
\delta=\frac{\nu_\text{s}-\nu_\text{v}}{\nu_0},
\]

where \(\nu_0\) is the spectrometer frequency. A positive \(\delta\) means that the solution line lies at the higher frequency.

(a) How is \(\delta\) related to the volume susceptibilities \(\chi_\text{s}\) and \(\chi_\text{v}\) of the two liquids, in SI units?

(b) The solute is a high-spin d⁵ complex at 10 mM, the temperature is 298 K, the proton frequency is 400 MHz, and the lines are 244 Hz apart, with the solution line higher. What is the effective moment of the complex, and how many unpaired electrons does it indicate?

The splitting is a reading chosen for this exercise. So are three further parameters: the solvent susceptibility \(\chi_\text{v}=-9.0\times10^{-6}\), the diamagnetic molar susceptibility of the solute \(\chi_D=-2.5\times10^{-9}\) m³/mol, and its partial molar volume \(V=2.0\times10^{-4}\) m³/mol.

The reference is assumed not to bind the complex, nor to approach it from preferred directions. Its nuclei then feel the complex through the magnetic field of the liquid alone, without a contact or pseudocontact shift. Both tubes are at the same temperature.

## First estimate by scaling

A liquid with magnetization \(M\) produces a field of order \(\mu_0M\). The applied field is \(B_0=\mu_0H_0\), and \(M=\chi H\), so the relative shift is of order

\[
\delta\sim\frac{\mu_0M}{B_0}\sim\Delta\chi,\qquad \Delta\chi=\chi_\text{s}-\chi_\text{v}.
\]

The magnetization comes from molecular moments of size \(\mu_\text{eff}\mu_B\), where \(\mu_B\) is the Bohr magneton and \(\mu_\text{eff}\) a pure number. Thermal motion nearly randomizes them. The aligned fraction is of order the magnetic energy over the thermal energy, \(\mu_\text{eff}\mu_BB_0/kT\). With \(cN_A\) moments per unit volume,

\[
M\sim cN_A\,\mu_\text{eff}\mu_B\,\frac{\mu_\text{eff}\mu_BB_0}{kT}
\quad\Rightarrow\quad
\delta\sim\frac{\mu_0N_A c\,\mu_B^2\mu_\text{eff}^2}{kT}.
\]

Solving for the moment gives

\[
\mu_\text{eff}\sim\left(\frac{kT\,\delta}{\mu_0N_A\mu_B^2\,c}\right)^{1/2}.
\]

For the numbers of the problem, \(\delta=244/(400\times10^6)=6.10\times10^{-7}\), or 0.610 ppm. The concentration 10 mM is 10 mol/m³. The constants combine to \(kT=4.114\times10^{-21}\) J and \(\mu_0N_A\mu_B^2=6.509\times10^{-29}\) J m³/mol. Therefore

\[
\mu_\text{eff}\sim\left(\frac{4.114\times10^{-21}\times6.10\times10^{-7}}{6.509\times10^{-29}\times10}\right)^{1/2}\approx2.0 .
\]

The estimate shows how the moment depends on \(T\), \(\delta\) and \(c\), and that it is a few Bohr magnetons. It cannot supply numerical factors, nor the sign of the shift.

## Exact solution

Here "exact" means with all numerical factors, to first order in the small susceptibilities and in \(\mu_BB_0/kT\).

### The macroscopic field in the tube

Take the \(z\) axis along the field. The field \(H\) in the liquid is \(H_0\) plus the field of the magnetic surface charge, whose density is \(\mathbf M\cdot\mathbf n\), with \(\mathbf n\) the outward normal. On the side wall \(\mathbf n\) is perpendicular to \(\mathbf M\), so there is no charge. Charge sits on the two end faces, with density \(+M\) at the top and \(-M\) at the bottom.

Let the liquid column have radius \(R\) and half-length \(h\). A ring of radius \(\rho\) on one end face carries the charge \(2\pi\rho M\,d\rho\). Its axial field at the centre of the column is that charge times \(h/[4\pi(h^2+\rho^2)^{3/2}]\). One face therefore gives

\[
\frac{M}{2}\int_0^R\frac{h\rho\,d\rho}{(h^2+\rho^2)^{3/2}}
=\frac M2\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).
\]

The field points away from the positive top face and towards the negative bottom face, so both contributions are opposite to \(\mathbf M\). Together,

\[
H=H_0-N_\text{end}M,\qquad N_\text{end}=1-\frac{h}{\sqrt{h^2+R^2}} .
\]

For \(h\gg R\), \(N_\text{end}\approx R^2/2h^2\), which tends to zero. In a long tube, then,

\[
H=H_0,\qquad M=\chi H_0,\qquad B=\mu_0(H_0+M).
\]

### The field at the reference molecule

The macroscopic \(B\) is an average over all points of the liquid, including the interiors of the magnetized molecules. A reference nucleus does not sample all these points. To find its field, draw an imaginary sphere around the reference molecule, large compared with molecules and small compared with the tube. Outside it the liquid may be treated as continuous. Inside it the molecules must be counted one by one.

First remove the continuous matter inside the sphere, keeping the magnetization outside fixed. The field to subtract is that of a uniformly magnetized sphere at its centre. Its surface charge density is \(M\cos\theta\). A surface element \(a^2d\Omega\) of a sphere of radius \(a\) produces at the centre a field that points away from the element, with axial component \(-M\cos\theta\cos\theta\,a^2d\Omega/(4\pi a^2)\). The mean of \(\cos^2\theta\) over a sphere is 1/3, so

\[
H_\text{sphere}=-\frac{M}{4\pi}\int\cos^2\theta\,d\Omega=-\frac M3,
\qquad
B_\text{sphere}=\mu_0\left(-\frac M3+M\right)=\frac23\mu_0M .
\]

Next put back the actual molecules. A mean moment \(m\) along \(z\), at distance \(r\) from the nucleus and in the direction \(\theta\), contributes the axial field

\[
b_z=\frac{\mu_0m}{4\pi r^3}\,(3\cos^2\theta-1).
\]

The liquid is isotropic and the molecules move rapidly, so at each distance all directions are equally likely. With \(u=\cos\theta\), the angular average is

\[
\frac12\int_{-1}^{1}(3u^2-1)\,du=\frac12\left[u^3-u\right]_{-1}^{1}=0 .
\]

The neighbours inside the sphere thus contribute nothing on average. The average uses the same mean moment \(m\) for every direction \(\theta\). This is where the absence of binding matters: a bound complex turns together with the reference, and if its susceptibility is anisotropic, its mean moment depends on the orientation of the pair. The average then need not vanish, and what remains is the pseudocontact shift. A weaker form of the same correlation exists without binding if the complex is not spherical, because the distance of closest approach then depends on the direction in the frame of the complex. It is negligible when the susceptibility is nearly isotropic, as for a high-spin d⁵ ion with small zero-field splitting. The local field is

\[
B_\text{loc}=\mu_0(H_0+M)-\frac23\mu_0M=\mu_0\left(H_0+\frac M3\right)
=B_0\left(1+\frac\chi3\right).
\]

The radius of the sphere has dropped out. A numerical integration over a continuous liquid in a tube of half-length \(50R\) confirms this: excluding a sphere of radius \(0.1R\) or \(0.5R\) gives the same factor, 0.33313. It lies just below 1/3 because the tube is finite.

### Two liquids in coaxial tubes

The result holds for one liquid in one tube. It also holds for the liquid in the annular gap, because the inner wall of the gap is parallel to \(\mathbf M\) as well and carries no charge. In the experiment each liquid also lies in the field of the other. Divide the other liquid into thin lines parallel to \(z\). At distance \(\rho\) from such a line, the axial field of its dipoles is proportional to

\[
\int_{-\infty}^{\infty}\frac{2z^2-\rho^2}{(z^2+\rho^2)^{5/2}}\,dz
=\left[-\frac{z}{(z^2+\rho^2)^{3/2}}\right]_{-\infty}^{\infty}=0 .
\]

The integrand is \((3\cos^2\theta-1)/r^3\) with \(r^2=z^2+\rho^2\) and \(\cos\theta=z/r\). Differentiating the bracket gives \(-(z^2+\rho^2)^{-3/2}+3z^2(z^2+\rho^2)^{-5/2}\), which is the integrand. A long line of axial dipoles therefore produces no axial field beside itself. Neither liquid shifts the other, and the glass walls, which consist of such lines too, shift neither. It does not matter which tube holds the solution.

The reference has the same intrinsic shielding \(\sigma\) in both tubes, so each frequency is \(\gamma(1-\sigma)B_\text{loc}/2\pi\), with \(\gamma\) the gyromagnetic ratio. The common factors cancel in the ratio:

\[
\frac{\nu_\text{s}}{\nu_\text{v}}-1=\frac{1+\chi_\text{s}/3}{1+\chi_\text{v}/3}-1
=\frac{(\chi_\text{s}-\chi_\text{v})/3}{1+\chi_\text{v}/3}.
\]

The denominator differs from 1 by 3 parts in \(10^6\) for this solvent. Replacing \(\nu_\text{v}\) by \(\nu_0\) in the definition of \(\delta\) is a similarly small relative change, since the two differ by parts per million. To first order,

\[
\boxed{\;\delta=\frac{\Delta\chi}{3}\;}
\]

This answers (a). The splitting depends only on the difference between the two susceptibilities, not on either one alone. A solution more paramagnetic than the solvent has its line at higher frequency.

### What the orientation of the tube does

The factor 1/3 belongs to the parallel tube. Suppose instead that each liquid is measured in its own long tube transverse to the field. The side wall now carries the charge density \(M\cos\varphi\), with \(\varphi\) measured from the field direction. A strip of width \(R\,d\varphi\) acts on the axis as a line charge, whose field is the charge per length divided by \(2\pi R\). The component along the field is

\[
-\int_0^{2\pi}\frac{M\cos^2\varphi\,R\,d\varphi}{2\pi R}=-\frac M2 .
\]

The local field becomes \(\mu_0(H_0-M/2+M-2M/3)=\mu_0(H_0-M/6)\), and the shift is \(-\Delta\chi/6\). It has the opposite sign and half the size. The solution of part (b) would show \(-122\) Hz instead of \(+244\) Hz, so the orientation must be known before a splitting is interpreted.

Both factors were tested by adding the fields of individual dipoles on a cubic lattice filling a cylinder about ten times as long as it is wide, at a point halfway between axis and wall. For the parallel case the sum is 0.32841, and \(1/3-N_\text{end}\) is 0.32840. Here \(N_\text{end}=0.00494\), so even this cylinder has a factor 1.5% below 1/3. This applies to the shift in a single tube. In coaxial tubes of equal length the end field is nearly uniform across the middle of the column and shifts both lines alike, so it largely cancels in \(\delta\). For the transverse case the sum is \(-0.168\) against a predicted \(-0.164\). The stepped side surface of the lattice cylinder is a plausible cause of this difference, but it was not examined separately.

### From the susceptibility difference to the solute

One cubic metre of solution contains \(c\) moles of complex, which occupy the volume \(cV\). The solvent fills the remaining \(1-cV\). Adding the contributions to the magnetization gives

\[
\chi_\text{s}=(1-cV)\chi_\text{v}+c(\chi_P+\chi_D),
\]

where \(\chi_P\) is the paramagnetic molar susceptibility sought. Subtract \(\chi_\text{v}\) and insert \(\Delta\chi=3\delta\):

\[
3\delta=c(\chi_P+\chi_D-V\chi_\text{v})
\quad\Rightarrow\quad
\chi_P=\frac{3\delta}{c}-\chi_D+V\chi_\text{v}.
\]

The two corrections have opposite effects. The diamagnetism of the complex hides part of its paramagnetism, so removing it raises \(\chi_P\). The complex also displaces diamagnetic solvent, which by itself makes the solution less diamagnetic; removing that effect lowers \(\chi_P\).

### From the molar susceptibility to the moment

A spin \(S\) in the field \(B_0\) has levels \(E_m=g\mu_BmB_0\) with \(m=-S,\dots,S\), and in level \(m\) its moment along the field is \(-g\mu_Bm\). With \(x=g\mu_BB_0/kT\), the thermal average is

\[
\langle\mu_z\rangle=\frac{\sum_m(-g\mu_Bm)e^{-xm}}{\sum_me^{-xm}}
\approx\frac{-g\mu_B\sum_m(m-xm^2)}{\sum_m(1-xm)}
=g\mu_B\,x\,\frac{\sum_mm^2}{2S+1},
\]

because \(\sum_mm=0\). The last fraction is the mean of \(S_z^2\) over all \(2S+1\) states. The three components of the spin are equivalent in this mean, and their squares add up to \(S(S+1)\), so it equals \(S(S+1)/3\). Hence

\[
\langle\mu_z\rangle=\frac{g^2S(S+1)\mu_B^2B_0}{3kT}.
\]

The molar susceptibility is \(N_A\langle\mu_z\rangle/H_0\) with \(B_0=\mu_0H_0\):

\[
\chi_P=\frac{\mu_0N_A\mu_B^2\mu_\text{eff}^2}{3kT},\qquad \mu_\text{eff}^2=g^2S(S+1).
\]

The first equation, the Curie law, serves as the definition of \(\mu_\text{eff}\) for a measured \(\chi_P\). The second is its value for a pure spin. Solving the first for the moment gives

\[
\mu_\text{eff}=\left(\frac{3kT\chi_P}{\mu_0N_A\mu_B^2}\right)^{1/2}.
\]

For \(n\) parallel unpaired electrons \(S=n/2\). With \(g=2\), \(\mu_\text{eff}^2=4\cdot\frac n2\left(\frac n2+1\right)=n(n+2)=(n+1)^2-1\), so

\[
n=-1+\sqrt{1+\mu_\text{eff}^2}.
\]

The expansion in \(x\) neglects saturation. At 9.395 T, the field for 400 MHz, the full Boltzmann sum for \(S=5/2\) gives a \(\chi_P\) that is 0.11% below the Curie value, which is negligible here.

### Numbers

The susceptibility difference is \(\Delta\chi=3\times6.10\times10^{-7}=1.830\times10^{-6}\). Division by 10 mol/m³ gives \(1.830\times10^{-7}\) m³/mol. With \(V\chi_\text{v}=-1.8\times10^{-9}\) m³/mol,

\[
\chi_P=(1.830+0.025-0.018)\times10^{-7}=1.837\times10^{-7}\ \text{m}^3/\text{mol},
\]

which is 0.0146 cm³/mol in cgs units. The moment follows:

\[
\mu_\text{eff}=\left(\frac{3\times4.114\times10^{-21}\times1.837\times10^{-7}}{6.509\times10^{-29}}\right)^{1/2}
=\sqrt{34.83}=5.90 .
\]

The effective moment is 5.90 \(\mu_B\), or \(5.47\times10^{-23}\) J/T. The number of unpaired electrons is \(n=-1+\sqrt{35.83}=4.99\), that is, five.

In a high-spin d⁵ ion each of the five d orbitals holds one electron, and all spins are parallel. The spin-only value is then \(\sqrt{5\times7}=5.92\), and the extracted moment is 0.2% below it (0.35% with the free-electron value \(g=2.0023\)). Since the reading was chosen, this closeness says nothing about a real complex. What the exercise does show is how well the method separates pure-spin candidates. With \(g=2\) and the same diamagnetic parameters, the expected splittings are:

- three unpaired electrons: 105 Hz
- four unpaired electrons: 168 Hz
- five unpaired electrons: 245 Hz

These values, and the formula for \(n\), hold only when the orbital moment is quenched, as it is for high-spin d⁵. Ions with an orbitally degenerate ground term lie well above the spin-only value. In a crystal-field model with spin–orbit coupling at 298 K, octahedral Co(II) with three unpaired electrons has about 4.9 to 5.2 \(\mu_B\), and high-spin Fe(II) with four has about 5.4 to 5.7 \(\mu_B\). The formula would then return \(n\approx4\) for the first and 4.5 to 4.7 for the second, so for such ions the moment alone does not fix the electron count.

## Comparison of the two

The scaling estimate gave 2.0 \(\mu_B\), the full calculation 5.90 \(\mu_B\). Without the small diamagnetic terms, \(\chi_P=3\delta/c\), and the full formula becomes

\[
\mu_\text{eff}=\left(\frac{9kT\,\delta}{\mu_0N_A\mu_B^2\,c}\right)^{1/2}.
\]

This is the scaling formula times \(\sqrt9=3\), and it gives 5.89 \(\mu_B\). The 9 is a product of two separate factors of 3. One comes from the field: a parallel cylinder shifts the line by a third of \(\Delta\chi\). The other comes from the spins: on average a third of the squared moment lies along the field direction. The diamagnetic terms account for the remaining 0.01 \(\mu_B\); each is small here, and with the chosen parameters they also cancel in part.

The missing factor matters for the chemistry. A moment of 2.0 \(\mu_B\) would correspond to \(n=-1+\sqrt{1+3.9}\approx1.2\), about one unpaired electron instead of five. Scaling shows how the splitting varies with concentration, temperature and moment, but for a given moment it overestimates the splitting about ninefold, and it cannot assign the spin state.

The dependence on the measured quantities is the same in both formulas, so the estimate does give the propagation of small errors correctly:

\[
\frac{d\mu_\text{eff}}{\mu_\text{eff}}=\frac12\left(\frac{d\delta}{\delta}+\frac{dT}{T}-\frac{dc}{c}\right).
\]

An error of 1 Hz in 244 Hz changes the moment by 0.2%. A concentration 2% higher or lower than assumed changes it to 5.84 or 5.96 \(\mu_B\). An uncertainty of that size in \(c\) outweighs both the reading error and the diamagnetic correction, and the result should then be quoted as \(5.90\pm0.06\) \(\mu_B\). The concentration that enters is the one at the temperature of the measurement, since the liquid expands on warming.

As a consistency check, the numerical program simulates the experiment from the spin levels to the two line frequencies and applies the working formula to the result. It takes the field factor from the lattice sum, with the end effect removed, and uses the same mixing rule for \(\chi_\text{s}\) as above, so that rule is not itself tested. It recovers 5.913 \(\mu_B\) from an input of 5.916 \(\mu_B\). The difference is what the saturation of 0.11% in \(\chi_P\), halved by the square root, produces.

## Table of computed values

```
Lattice sum, parallel tube, B_loc shift/(mu0 M): 0.32841
  finite-length prediction 1/3 - N_end: 0.32840
  N_end of this finite cylinder: 0.00494
Lattice sum, transverse tube: -0.1677
  finite-length prediction: -0.1642
Field in bore from outer annulus/(mu0 M): -0.00416
Field in annulus from inner tube/(mu0 M): -0.00077
Liquid factor, excluded radius 0.1 R: 0.33313
Liquid factor, excluded radius 0.5 R: 0.33313
Temperature: 298 K
Concentration: 10 mol/m^3 = 10 mM
Proton frequency: 400 MHz
Field B0: 9.395 T
Chosen line splitting: 244 Hz
Solvent volume susceptibility: -9.00e-06
Solute diamagnetism chi_D: -2.50e-09 m^3/mol
Solute molar volume V: 2.00e-04 m^3/mol
Displaced-solvent term V*chi_solvent: -1.80e-09 m^3/mol
Shift delta: 0.610 ppm
Susceptibility difference 3*delta: 1.830e-06
Molar susceptibility, uncorrected: 1.8300e-07 m^3/mol
Molar susceptibility chi_P, corrected: 1.8370e-07 m^3/mol
  chi_P in cgs: 0.01462 cm^3/mol
mu_eff, uncorrected: 5.891 mu_B
mu_eff, corrected: 5.902 mu_B
  corrected mu_eff in SI: 5.474e-23 J/T
Spin-only moment for S = 5/2, sqrt(35): 5.916 mu_B
Unpaired electrons from mu_eff: 4.99
n = 3: spin-only 3.873 mu_B, splitting 104.5 Hz
n = 4: spin-only 4.899 mu_B, splitting 167.8 Hz
n = 5: spin-only 5.916 mu_B, splitting 245.1 Hz
mu_eff if c is 2% higher: 5.844 mu_B
mu_eff if c is 2% lower: 5.962 mu_B
Transverse tube, same solution: -122 Hz
Saturation loss of chi_P at B0: 0.110 %
Relative error of linearized shift: 3.0e-06
Simulated experiment, recovered mu_eff: 5.913 mu_B
```
